# Periodic-image weights and crystal symmetry in phonon interpolation, part 2

Phonon frequencies between the points of a coarse wavevector grid, $\mathbf q=\sum_i(j_i/N)\mathbf b_i$ with $j_i=0,\dots,N-1$, are found by transforming the dynamical matrix $D$ to real space and summing back. The grid fixes only sums of force constants over periodic images. Where several images are equally near, the choice between them decides whether the interpolated crystal keeps its symmetry.

Atom $\kappa$ of mass $m_\kappa$ sits at $\mathbf R+\boldsymbol\tau_\kappa$, and a pair has separation $\mathbf d=\mathbf R+\boldsymbol\tau_{\kappa'}-\boldsymbol\tau_\kappa$. Supercell translations are $\mathbf T=N\sum_i t_i\mathbf a_i$. A class $c$ is a set $\{\mathbf d+\mathbf T\}$, and $\Phi^{sc}(c)$ is the sum of the real force-constant tensors $\Phi$ over it. The interpolant is

$$\tilde D_{\kappa\kappa'}(\mathbf q)=\frac{1}{\sqrt{m_\kappa m_{\kappa'}}}\sum_c\Phi^{sc}_{\kappa\kappa'}(c)\sum_{\mathbf d\in c}w_{\kappa\kappa'}(\mathbf d)\,e^{i\mathbf q\cdot\mathbf d},$$

with eigenvalues $\omega^2$. The weighted (Wigner-Seitz) choice gives $w=1/M_c$ to the $M_c$ shortest vectors of the class and zero to the rest. Since a space-group rotation $S$ preserves $|\mathbf d|$, this choice gives $\tilde D(S\mathbf q)=\Gamma\tilde D(\mathbf q)\Gamma^T$, where the orthogonal matrix $\Gamma$ permutes atoms and rotates displacements.

For one atom of mass $m$ per cell, keeping one shortest image $\mathbf d_c$ changes the weighted matrix by

$$m\,\Delta D=\sum_c\Phi^{sc}(c)\Big[e^{i\mathbf q\cdot\mathbf d_c}-\frac1{M_c}\sum_{\text{shortest}}e^{i\mathbf q\cdot\mathbf d}\Big].$$

The single-image matrix has $m(D-D^\dagger)=2i\sum_c\Phi^{sc}(c)\sin\mathbf q\cdot\mathbf d_c$. Its Hermitian part $(D+D^\dagger)/2$ is taken, which replaces each exponential by a cosine. The lexicographic rule keeps the image with the largest $x$, then $y$, then $z$. With it, only classes with $M>2$ leave an error.

Central springs have $\Phi(\mathbf d)=-k\,\hat{\mathbf d}\hat{\mathbf d}^T$. In a simple cubic lattice with spacing $a$ and $N=4$, the weighted interpolant differs from the exact $D$ through the shell $(2,1,0)$ by

$$m(D-\tilde D)_{xy}=\tfrac{8k}{5}\left(\sin2x\sin y+\sin x\sin2y\right),$$

where $x=q_xa$ and $y=q_ya$.

## Simple cubic lattice in closed form

For even $N$ let $h=Na/2$, $s_i=\sin q_ih$, $c_i=\cos q_ih$. The cell is the cube $|d_i|\le h$, and each coordinate equal to $h$ doubles $M$. For $N=4$ each coordinate has 3 interior values and one boundary value, giving $3^3=27$ classes with $M=1$, $3\cdot3^2=27$ with $M=2$, $3\cdot3=9$ with $M=4$ and one with $M=8$. For odd $N$, $h$ is no multiple of $a$ and there are no ties. The lexicographic rule always keeps $+h$.

The edge class $(h,h,z)$ with $|z|<h$ is mapped to itself by $x\to-x$, which reverses the $xy$ and $xz$ elements and so forces them to zero, by $y\to-y$, which removes $yz$, and by $x\leftrightarrow y$. Its tensor is $\mathrm{diag}(A_z,A_z,B_z)$, even in $z$ by the third mirror. The corner class is invariant under the whole cubic group, so its tensor is $C\,\mathbb1$. In $\cos(q_xh+q_yh+q_zz)$ the part odd in $z$ cancels between $\pm z$, leaving $(c_xc_y-s_xs_y)\cos q_zz$ against the weighted $c_xc_y\cos q_zz$. For the corner, $\cos h(q_x+q_y+q_z)-c_xc_yc_z=-(s_xs_yc_z+s_xc_ys_z+c_xs_ys_z)$. With $A(q)=\sum_{|z|<h}A_z\cos qz$, likewise $B(q)$, and $E_z=\mathrm{diag}(A,A,B)$, $E_x=\mathrm{diag}(B,A,A)$, $E_y=\mathrm{diag}(A,B,A)$,

$$m\Delta D=-s_xs_yE_z(q_z)-s_ys_zE_x(q_x)-s_zs_xE_y(q_y)-C\,(s_xs_yc_z+s_xc_ys_z+c_xs_ys_z)\,\mathbb1 .$$

This is covariant under the 6 permutations of axes and under inversion, but reversing one axis flips two of the three products. Of the 48 operations of $O_h$ the 12 of $D_{3d}$ about $[111]$ remain.

On $[100]$, $s_y=s_z=0$ and every term vanishes. The remaining little group there holds only the mirror $y\leftrightarrow z$ besides the identity and would allow a split, but the error is zero. On $\mathbf q=\xi(1,1,1)$ all products equal $s^2$ and $E_x+E_y+E_z=(2A+B)\mathbb1$, so $m\Delta D=-s^2(2A+B+3cC)\mathbb1$, a common shift. On $\mathbf q=\xi(1,1,-1)$, $s_xs_y=s^2$ and $s_ys_z=s_zs_x=-s^2$. The edge part is $-s^2(E_z-E_x-E_y)=s^2\,\mathrm{diag}(B,B,2A-B)$ and the corner part is $-C(s^2c-s^2c-s^2c)=s^2cC$. Hence

$$\Delta D=\beta\,\mathbb1+g\,\hat{\mathbf z}\hat{\mathbf z}^T,\qquad \beta=\frac{s^2(B+cC)}m,\qquad g=\frac{2s^2(A-B)}{m}.$$

The weighted matrix has threefold symmetry about this line, with eigenvalue $\omega_L^2$ for $\mathbf e_L=(1,1,-1)/\sqrt3$ and $\omega_T^2$ for $\mathbf e_1=(1,-1,0)/\sqrt2$ and $\mathbf e_2=(1,1,2)/\sqrt6$. The $z$ components are $-1/\sqrt3$, $0$ and $2/\sqrt6$. Mode $\mathbf e_1$ keeps the exact eigenvalue $\omega_T^2+\beta$. The elements of $\hat{\mathbf z}\hat{\mathbf z}^T$ are products of $z$ components, $\tfrac23$, $\tfrac13$ and $-2/\sqrt{18}=-\sqrt2/3$, so $\mathbf e_2$ and $\mathbf e_L$ obey

$$\beta\,\mathbb1+\begin{pmatrix}\omega_T^2+2g/3&-\sqrt2g/3\\-\sqrt2g/3&\omega_L^2+g/3\end{pmatrix}.$$

With the gap $\delta=\omega_L^2-\omega_T^2-g/3$ between the diagonal entries, the lower root lies $\sqrt{\delta^2/4+2g^2/9}-\delta/2\approx2g^2/(9\delta)$ below the upper-left entry. The transverse modes differ in $\omega^2$ by $2g/3-2g^2/(9\delta)$ to second order in $g/\delta$. The split needs $A\ne B$, an anisotropic boundary tensor, and $s\neq0$, a point off the grid.

All numbers below use model central springs $k(r)=k_1e^{-(r-r_1)/\lambda}$ with $k_1=1$ eV/Å$^2$, $\lambda=1$ Å, cutoff 20.5 Å and $r_1$ the nearest-neighbour distance. The frequency is $\nu=15.6333\ \text{THz}\times\sqrt{m\omega^2/m}$, with $m\omega^2$ in eV/Å$^2$ and $m$ in u.

Take $a=3$ Å, $m=50$ u, $N=4$, $\xi=2\pi/8a$, midway between grid points, so $s=1$, $c=0$, $\cos\xi a=1/\sqrt2$. In eV/Å$^2$,

$$A=A_0+\sqrt2A_1=-0.008306-1.4142\times0.004488=-0.01465,$$
$$B=B_0+\sqrt2B_1=-0.000044-1.4142\times0.001284=-0.00186,$$

where the index counts $z$ in units of $a$. Then $mg=2(A-B)=-0.02558$ and $m\beta=-0.00186$. The weighted values are $m\omega_T^2=1.42391$ and $m\omega_L^2=2.59549$, so $\nu_T=15.6333\sqrt{1.42391/50}=2.6382$ THz. The gap is $m\delta=2.59549-1.42391+0.00853=1.18011$. The first-order split has size $0.01706$, the second-order term is $2(0.02558)^2/(9\times1.18011)=0.00012$, and their sum $0.01718$ agrees with the exact split. Mode $\mathbf e_1$ has $1.42391-0.00186=1.42205$, or 2.6365 THz, and the other has $1.42205-0.01718=1.40487$, or 2.6205 THz. The doublet splits by 0.0160 THz (0.53 cm$^{-1}$), 0.6% of $\nu_T$. On $[111]$ the shift $-(2A+B)=+0.03117$ leaves a doublet at 2.6669 THz, so two directions of one star now disagree. Before the Hermitian part is taken, the largest element of $m(D-D^\dagger)$ has modulus 0.50 eV/Å$^2$ at $\xi(1,1,-1)$ and 0.59 eV/Å$^2$ at $\xi(1,1,1)$. Weight 1 on all shortest images keeps the 48 operations but adds $\sum_c(M_c-1)\Phi^{sc}(c)$ at $\mathbf q=0$, a sum of negative semidefinite tensors in this model, giving $m\omega^2=-0.53$ eV/Å$^2$.

The exact frequencies are 2.5579 and 3.7299 THz, so the weighted 2.6382 and 3.5618 THz are off by $+3.1\%$ and $-4.5\%$ of the exact values, more than the split. The test with short cutoffs shows one source. At 5.5 and 6.1 Å, the second including the face shell $(2,0,0)$, the weighted interpolant is exact. At 6.8 Å the shell $(2,1,0)$ with $k=0.02452$ eV/Å$^2$ loses $1.6\times0.02452\times\sqrt2=0.0555$ eV/Å$^2$ in each off-diagonal element on $[111]$. Equal off-diagonal elements $\epsilon$ have eigenvalues $2\epsilon$ (longitudinal) and $-\epsilon$ (transverse), so the loss lowers $\omega_L$ and raises $\omega_T$, as observed. It gives 0.055 of the transverse error $1.424-50(2.5579/15.6333)^2=0.085$ eV/Å$^2$; in the longitudinal mode it gives only 0.111 of 0.251 eV/Å$^2$. The rest comes from farther shells, the largest being $(2,1,1)$ with 0.0345 (transverse) and 0.069 eV/Å$^2$ (longitudinal).

At $N=6$ and the same $\mathbf q$, $s^2=\tfrac12$ and $A-B=-0.000219$ against $-0.01279$ eV/Å$^2$, and the split drops to 0.00014 THz. The weighted $\nu_T=2.5624$ THz is within 0.2% of the exact value.

## The fcc lattice: two rules, two outcomes

Take $N=4$ and coordinates in units of $a/2$, lattice points having even $x+y+z$. The shortest $\mathbf T$ are of type $(4,4,0)$, and $|\mathbf d|\le|\mathbf d-\mathbf T|$ means $\mathbf d\cdot\mathbf T\le T^2/2$, or $|x|+|y|\le4$ and permutations. Inside lie $(000)$, $(110)$, $(200)$, $(211)$ with $1+12+6+24=43$ points. The faces carry 12 points $(220)$ and 24 points $(310)$ in $6+12=18$ classes with $M=2$. The 8 points $(222)$ form 2 classes with $M=4$ and the 6 points $(400)$ one class with $M=6$, for a total of $43+18+2+1=64$.

Under the lexicographic rule only the last three classes matter. The class $\{(2,2,2),(2,-2,-2),(-2,2,-2),(-2,-2,2)\}$ and its negative are invariant under $T_d$, and the $(400)$ class under $O_h$. Vectors transform irreducibly under both groups, so by Schur's lemma these tensors are multiples of $\mathbb1$ and no branch splits at any $\mathbf q$. The star still breaks. Along a cube axis all $(222)$ images give $\cos qa$ and no error. The $(400)$ class, tensor $C_4\mathbb1$, has the weighted factor $(2\cos2qa+4)/6$, while the kept $(4,0,0)$ gives $\cos2qa$ for $\mathbf q\parallel x$ and 1 for $\mathbf q\parallel y$ or $z$. The errors are $-\tfrac23C_4(1-\cos2qa)$ and $+\tfrac13C_4(1-\cos2qa)$, and

$$m(\omega^2_{\mathbf q\parallel x}-\omega^2_{\mathbf q\parallel y})=-C_4(1-\cos2qa).$$

For $a=4$ Å, $m=50$ u, $q=2\pi/4a$ and $C_4=-0.011397$ eV/Å$^2$ this is $-2C_4=0.02279$ eV/Å$^2$, with doublets at 2.6617 and 2.6407 THz around the weighted 2.6477 THz (exact 2.6345 THz).

A second rule keeps the image with lexicographically largest $(|x|,|y|,|z|)$, remaining ties going to the first rule. It keeps $\mathbf d_1=(3,1,0)$ from $\{(3,1,0),(-1,-3,0)\}$ and $-\mathbf d_1$ from the negative class, so the pair contributes $2P\cos\mathbf q\cdot\mathbf d_1$ and the error is $P(\cos\mathbf q\cdot\mathbf d_1-\cos\mathbf q\cdot\mathbf d_2)$. The mirror $z\to-z$ removes the $xz$ and $yz$ elements of $P$, and $(x,y)\to(-y,-x)$ exchanges the images and makes its diagonal $(p,p,r)$. The pair $(3,-1,0)$ is the mirror image, with opposite $xy$ element, so along a cube axis the two add to $2\,\mathrm{diag}(p,p,r)$. Let $f=\cos(3qa/2)-\cos(qa/2)$. A plane contributes $+f$ if its kept vectors have the 3 along $\mathbf q$, $-f$ if they have the 1, and nothing if $\mathbf q$ is normal to it. The 3 is along $x$ in the $xy$ and $xz$ planes and along $y$ in the $yz$ plane, so

$$\mathbf q\parallel x:\ 2f\,[\mathrm{diag}(p,p,r)+\mathrm{diag}(p,r,p)],\qquad \mathbf q\parallel z:\ -2f\,[\mathrm{diag}(p,r,p)+\mathrm{diag}(r,p,p)],$$
$$\mathbf q\parallel y:\ 2f\,[\mathrm{diag}(r,p,p)-\mathrm{diag}(p,p,r)]=2f(p-r)\,\mathrm{diag}(-1,0,1).$$

These are the errors from the $(310)$ classes. The $(400)$ class adds the same multiples of $\mathbb1$ as under the first rule, which split nothing, and the remaining classes add nothing along the axes. The transverse entries are equal in the first two cases. For $\mathbf q\parallel y$ the matrix stays diagonal, and the modes polarized along $z$ and $x$ differ exactly by $m(\omega_z^2-\omega_x^2)=4(p-r)f$. With $p=-0.031435$, $r=-0.006368$ eV/Å$^2$ and $f=-\sqrt2$ this is $4\times0.025067\times1.41421=0.1418$ eV/Å$^2$. The doublet becomes 2.5742 and 2.7055 THz, split by 0.131 THz (4.4 cm$^{-1}$), 5% of the weighted value, while along $x$ and $z$ unsplit doublets sit at 2.7581 and 2.5398 THz. Under either rule $(4,0,0)$ singles out the $x$ axis, and the kept $(2,2,\pm2)$ give $2\cos a(q_x+q_y)\cos aq_z$, invariant under $z\to-z$ and under reversing $x$ and $y$ together, which leaves 4 operations of 48.

## Crystals with a basis

The covariance proof used $|\mathbf d|$. Weights built from $|\mathbf R|$ place the vectors of the unlike pair of zincblende on an inversion-symmetric set shifted by $\boldsymbol\tau=(1,1,1)a/4$. Its weighted centre is $\boldsymbol\tau$, so only operations with $S\boldsymbol\tau=\boldsymbol\tau$ can preserve it, the 6 permutations among the 24 elements of $T_d$. In units of $a/4$ and for $N=4$, the vectors $(3,5,-1)$ and $(-5,-3,-1)$ differ by $\mathbf T=(8,8,0)$ and both have $d^2=35$, but their $\mathbf R$ are $(2,4,-2)$ and $(-6,-4,-2)$ with $R^2=24$ and 56, so the first takes the whole weight.

On $\mathbf q\parallel x$ the little group $C_{2v}$ has no two-dimensional representation, and the transverse doublets come from time reversal. The operation $S:(x,y,z)\to(-x,z,-y)$ belongs to $T_d$, keeps each sublattice since $S\boldsymbol\tau-\boldsymbol\tau=(-2,0,-2)$ is a lattice vector, and sends $\mathbf q$ to $-\mathbf q$. Real constants give $\tilde D(-\mathbf q)=\tilde D(\mathbf q)^*$, so $\tilde D^*=\Gamma\tilde D\Gamma^T$, whose complex conjugate, $\Gamma$ being real and orthogonal, reads $\tilde D\Gamma=\Gamma\tilde D^*$. If $\tilde De=\omega^2e$, then $\tilde D\Gamma e^*=\Gamma(\tilde De)^*=\omega^2\Gamma e^*$, so $\Theta e=\Gamma e^*$ has the same eigenvalue. Now $\Theta^2=\Gamma^2$ is the rotation $(x,-y,-z)$, equal to $-1$ on transverse modes. Antiunitarity, $\langle\Theta u,\Theta v\rangle=\langle v,u\rangle$, with $u=\Theta e$, $v=e$ gives $-\langle e,\Theta e\rangle=\langle e,\Theta e\rangle$, so $\Theta e$ is orthogonal to $e$ and the level is double. Weights from $|\mathbf R|$ lose this $S$.

For $a=5.5$ Å, masses 30 and 70 u, no charges, $N=4$ and $\mathbf q=(2\pi/a)(\tfrac14,0,0)$, correct weights give an acoustic doublet at 1.3482 THz (exact 1.3402 THz). Weights from $|\mathbf R|$ give 1.3533 and 1.3958 THz, a split of 0.042 THz (1.4 cm$^{-1}$) or 3% of the weighted value, and the optical doublet at 4.8479 THz becomes 4.8344 and 4.8464 THz.

The numerical check below compares the transform with direct folding of the springs, the closed forms with matrices and eigenvalues built from the selected images, and counts the surviving operations at random wavevectors.

## Table of computed values

```
k1 = 1.0 eV/A^2, lambda = 1.0 A, cutoff = 20.5 A
sqrt(eV/A^2/u)/2pi = 15.6333 THz; 1 THz = 33.3564 cm^-1
SC: a = 3.0 A, m = 50.0 u, r1 = 3.0000 A, q = (2pi/a)(1,1,+-1)/8
SC exact nu [1,1,-1] (THz): 2.5579 2.5579 3.7299
SC N=4: classes by M [(1, 27), (2, 27), (4, 9), (8, 1)]; ops kept ws/lex/unit [48, 12, 48]
  A_0, B_0, A_1, B_1 (eV/A^2): -0.008306 -0.000044 -0.004488 -0.001284
  unit weights: m w^2 at Gamma = -0.53049 eV/A^2
  lex before Hermitization: max |m(D-D^+)| = 0.49618 eV/A^2
  s = 1.0000, c = 0.0000; A = -0.014653, B = -0.001861, C = -0.001643 eV/A^2
  ws m wT^2 = 1.42391, m wL^2 = 2.59549; m g = -0.025584 eV/A^2
  common shift [1,1,-1] = -0.001861, [111] = 0.031166 eV/A^2
  TA split m w^2: first order 0.017056, exact 0.017179 eV/A^2
  ws  nu [1,1,-1] (THz): 2.6382 2.6382 3.5618
  lex nu [1,1,-1] (THz): 2.6205 2.6365 3.5548
  lex nu [1,1,1]  (THz): 2.6669 2.6669 3.5832
  TA split = 0.01597 THz = 0.5328 cm^-1
SC N=6: classes by M [(1, 125), (2, 75), (4, 15), (8, 1)]; ops kept ws/lex/unit [48, 12, 48]
  s = 0.7071, c = -0.7071; A = -0.000232, B = -0.000013, C = -0.000009 eV/A^2
  ws m wT^2 = 1.34322, m wL^2 = 2.83392; m g = -0.000219 eV/A^2
  common shift [1,1,-1] = -0.000003, [111] = 0.000229 eV/A^2
  TA split m w^2: first order 0.000146, exact 0.000146 eV/A^2
  ws  nu [1,1,-1] (THz): 2.5624 2.5624 3.7219
  lex nu [1,1,-1] (THz): 2.5622 2.5624 3.7218
  lex nu [1,1,1]  (THz): 2.5626 2.5626 3.7220
  TA split = 0.00014 THz = 0.0047 cm^-1
SC N=4 cutoff 5.5 A: k(210) = 0.00000, m(D-Dws)_xy at [111] q = 0.00000 eV/A^2
SC N=4 cutoff 6.1 A: k(210) = 0.00000, m(D-Dws)_xy at [111] q = 0.00000 eV/A^2
SC N=4 cutoff 6.8 A: k(210) = 0.02452, m(D-Dws)_xy at [111] q = 0.05549 eV/A^2
FCC: a = 4.0 A, m = 50.0 u, r1 = 2.8284 A, N = 4, |q| = (2pi/a)/4
  classes by M [(1, 43), (2, 18), (4, 2), (6, 1)]; ops kept ws/lex/abs [48, 4, 4]
  p = -0.031435, r = -0.006368, C4 = -0.011397 eV/A^2; f = -1.41421
  exact nu, q||y (THz): 2.6345 2.6345 4.2202
  ws    nu, q||y (THz): 2.6477 2.6477 3.9540
  lex   nu, q||x (THz): 2.6617 2.6617 3.9634
  lex   nu, q||y (THz): 2.6407 2.6407 3.9493
  lex m(w_x^2 - w_y^2) = 0.022794 eV/A^2
  abs   nu, q||x (THz): 2.7581 2.7581 4.0716
  abs   nu, q||y (THz): 2.5742 2.7055 3.9493
  abs   nu, q||z (THz): 2.5398 2.5398 3.8377
  abs q||y: m(wz^2 - wx^2) = 0.141801 eV/A^2
  abs q||y: TA split = 0.1313 THz = 4.379 cm^-1
ZB: a = 5.5 A, masses [30.0, 70.0] u, r1 = 2.3816 A, N = 4, q = (2pi/a)(1/4,0,0)
  unlike-pair classes by M [(1, 44), (2, 12), (3, 8)]
  ops kept of 24, ws/ronly [24, 6]
  exact nu (THz): 1.3402 1.3402 2.1407 4.8470 4.8470 4.9070
  ws    nu (THz): 1.3482 1.3482 2.1054 4.8479 4.8479 4.9017
  ronly nu (THz): 1.3533 1.3958 2.1106 4.8344 4.8464 4.8996
  ronly TA split = 0.04240 THz = 1.4144 cm^-1
```
